# The Linear Heat Capacity of Glasses from Two-Level Systems

Anyone who calculates how much heat must be removed from a silica part at 0.1 K has to decide which heat capacity enters the energy balance. Sound waves alone give a term proportional to $T^3$. Two-level systems, small groups of atoms that can sit in either of two nearly equivalent arrangements, give a term proportional to $T$. For the rough silica-like parameters used below, the sound-wave term at 0.1 K is only 0.75% of the linear one, so leaving out the two-level systems would underestimate the heat of a small temperature step there by a factor above one hundred. The decision rests on

$$C=\frac{\pi^2}{6}\,n_0k_B^2T, \qquad (1)$$

the heat capacity per unit volume of two-level systems whose energy splittings have a constant density $n_0$.

## Model and conventions

Each system has two energy levels separated by $E\ge 0$. The number of systems per unit volume with splitting between $E$ and $E+dE$ is $n_0\,dE$, with $n_0$ constant from zero to an upper limit $E_{\max}\gg k_BT$. Each system is counted once. The systems are independent, are in equilibrium at temperature $T$, and have splittings that do not depend on $T$.

The factor in (1) belongs to the full gap $E$. If the levels are written as $\pm\varepsilon$, then $E=2\varepsilon$, and $n_0\,dE=n_\varepsilon\,d\varepsilon$ gives $n_\varepsilon=2n_0$. The same heat capacity then reads $(\pi^2/12)n_\varepsilon k_B^2T$.

## First derivation: adding Schottky heat capacities

Measured from the lower level, the mean energy of one system is $E$ times the occupation of the upper level:

$$U_E=E f(x),\qquad f(x)=\frac{1}{e^x+1},\qquad x=\frac{E}{k_BT}.$$

Since $\partial x/\partial T=-E/(k_BT^2)$, its heat capacity is

$$C_E=E f'(x)\left(-\frac{E}{k_BT^2}\right)=k_B g(x),\qquad g(x)=-x^2f'(x)=\frac{x^2e^x}{(e^x+1)^2}.$$

Dividing numerator and denominator by $e^x$ gives $g=(x^2/4)\,\mathrm{sech}^2(x/2)$. This is the Schottky curve. For $x\ll1$ the levels are almost equally filled and $g\approx x^2/4$: little energy is left to absorb. For $x\gg1$ the upper level is almost empty and $g\approx x^2e^{-x}$. Setting the derivative of $g$ to zero gives $x\tanh(x/2)=2$, hence a maximum at $x=2.40$, where $C_E=0.439\,k_B$.

Now add all systems. With $E=k_BTx$ and $dE=k_BT\,dx$,

$$C=n_0\int_0^\infty k_B\,g\!\left(\frac{E}{k_BT}\right)dE=n_0k_B^2T\int_0^\infty g(x)\,dx. \qquad (2)$$

The infinite upper limit stands for $E_{\max}\gg k_BT$. The power of $T$ is already settled: the number of systems per volume in the thermal window is proportional to $n_0k_BT$, and each contributes a fraction of $k_B$ that depends only on $x$.

To obtain the number, integrate by parts:

$$\int_0^\infty g\,dx=-\left[x^2f\right]_0^\infty+2\int_0^\infty xf\,dx=2\int_0^\infty\frac{x}{e^x+1}\,dx.$$

The bracket vanishes at zero because of $x^2$ and at infinity because $f$ decays exponentially. For $x>0$ the geometric series gives

$$\frac{1}{e^x+1}=\frac{e^{-x}}{1+e^{-x}}=\sum_{k=1}^\infty(-1)^{k+1}e^{-kx}.$$

Each term contributes $\int_0^\infty xe^{-kx}dx=1/k^2$. Sum and integral may be exchanged because $\sum1/k^2$ converges. Therefore

$$\int_0^\infty\frac{x}{e^x+1}\,dx=\sum_{k=1}^\infty\frac{(-1)^{k+1}}{k^2}. \qquad (3)$$

The sum follows from the Fourier series of $y^2$ on $[-\pi,\pi]$. Its mean value is $\pi^2/3$. Its cosine coefficients, after two integrations by parts, are

$$\frac{2}{\pi}\int_0^\pi y^2\cos ky\,dy=-\frac{4}{\pi k}\int_0^\pi y\sin ky\,dy=\frac{4(-1)^k}{k^2},$$

where the last step uses $\int_0^\pi y\sin ky\,dy=-\pi(-1)^k/k$. The periodic continuation of $y^2$ is continuous and the coefficients are absolutely summable, so the series equals the function at $y=0$:

$$0=\frac{\pi^2}{3}+4\sum_{k=1}^\infty\frac{(-1)^k}{k^2}\quad\Longrightarrow\quad\sum_{k=1}^\infty\frac{(-1)^{k+1}}{k^2}=\frac{\pi^2}{12}.$$

Twice this value is $\int_0^\infty g\,dx=\pi^2/6$, and (2) becomes (1).

## Second derivation: from the free energy

The partition function of one system, with energies measured from its lower level, is $1+e^{-E/k_BT}$. Independent systems have additive free energies, so per unit volume

$$F=-n_0k_BT\int_0^\infty\ln\!\left(1+e^{-E/k_BT}\right)dE=-n_0(k_BT)^2J,$$

$$J=\int_0^\infty\ln(1+e^{-x})\,dx=\int_0^1\frac{\ln(1+z)}{z}\,dz,$$

with $z=e^{-x}$ and $dx=-dz/z$. This $J$ can be found without a series. Define, for $0\le\theta\le\pi/2$,

$$I(\theta)=\int_0^1\frac{\ln(1+2z\cos\theta+z^2)}{z}\,dz.$$

At $\theta=0$ the argument of the logarithm is $(1+z)^2$, so $I(0)=2J$. At $\theta=\pi/2$ it is $1+z^2$; with $w=z^2$ and $dz/z=dw/(2w)$ this gives $I(\pi/2)=J/2$. In between, differentiate under the integral and complete the square in the denominator:

$$I'(\theta)=-\int_0^1\frac{2\sin\theta\,dz}{(z+\cos\theta)^2+\sin^2\theta}=-2\left[\arctan\frac{z+\cos\theta}{\sin\theta}\right]_0^1.$$

At the upper limit $(1+\cos\theta)/\sin\theta=\cot(\theta/2)$, so the arctangent is $\pi/2-\theta/2$. At the lower limit it is $\pi/2-\theta$. The difference is $\theta/2$, hence $I'(\theta)=-\theta$. Integrating from $0$ to $\pi/2$,

$$\frac{J}{2}-2J=-\frac{\pi^2}{8}\quad\Longrightarrow\quad J=\frac{\pi^2}{12}.$$

The entropy and heat capacity follow:

$$S=-\frac{\partial F}{\partial T}=2Jn_0k_B^2T=\frac{\pi^2}{6}n_0k_B^2T,\qquad C=T\frac{\partial S}{\partial T}=\frac{\pi^2}{6}n_0k_B^2T.$$

Entropy and heat capacity are equal here because $S$ is proportional to $T$.

## What each derivation assumes

Both derivations need independent systems, splittings that do not change with $T$, and a constant density over the thermal window. They differ in how much equilibrium they require.

The first needs only that the counted systems start in equilibrium at $T$ and follow a small temperature step. Systems too slow to follow are left out of the count. For a density that varies with energy, and even for a counted set that varies with temperature, it gives

$$C=k_B^2T\int_0^\infty n(xk_BT,T)\,g(x)\,dx. \qquad (4)$$

The second needs one fixed set of systems, in equilibrium at every temperature through which the derivatives are taken. Suppose that the counted density depended on temperature, $n(T)$, and were inserted into $F$. Two derivatives would give

$$-T\frac{\partial^2F}{\partial T^2}=\frac{\pi^2}{6}k_B^2T\left[n+2T\frac{dn}{dT}+\frac{T^2}{2}\frac{d^2n}{dT^2}\right].$$

The last two terms come from changing which systems are counted. They are not heat absorbed by the systems that follow the step. In return, where its assumption holds, the second derivation also supplies the entropy.

## When the range of splittings is finite

With an upper limit $x_m=E_{\max}/k_BT$, the integral in (2) loses its tail. For $x_m\gg1$, $g\approx x^2e^{-x}$ there, and two integrations by parts give the missing fraction

$$\frac{6}{\pi^2}\int_{x_m}^\infty x^2e^{-x}dx=\frac{6}{\pi^2}(x_m^2+2x_m+2)e^{-x_m}.$$

In the opposite limit, $k_BT\gg E_{\max}$, every system has $x\ll1$ and $g\approx x^2/4$. Then

$$C\approx n_0k_B^2T\,\frac{x_m^3}{12}=\frac{n_0E_{\max}^3}{12\,k_BT^2}.$$

The heat capacity now falls with temperature, because all systems are close to equal occupation. The linear law therefore requires unused splittings above the thermal window.

## A silica-like example at 0.1 K

Take the round value $n_0=1\ \mathrm{eV^{-1}nm^{-3}}$ and $E_{\max}=1$ meV. At 0.1 K, $k_BT=8.617\ \mu$eV, so $k_B=8.617\times10^{-5}$ eV/K. Since $1\ \mathrm{eV/nm^3}=160.2\ \mathrm{J/cm^3}$,

$$\frac{C}{T}=1.645\times(8.617\times10^{-5})^2\times160.2\ \mathrm{\frac{J}{cm^3K^2}}=1.96\ \mathrm{\frac{\mu J}{cm^3K^2}}.$$

With a mass density of 2.2 g/cm³ this is 0.89 µJ/(g K²). At 0.1 K, $C=0.196$ µJ/(cm³ K).

The strongest contribution per unit splitting comes from $E=2.40\,k_BT=20.7\ \mu$eV. The 10% and 90% points of the integral lie at $x=1.37$ and $5.60$, so 80% of the heat capacity comes from splittings between about 12 and 48 µeV. The cutoff at 1 meV is far away: the missing fraction is negligible at 0.1 K and 0.09% at 1 K.

The density of thermally active systems is $n_0k_BT=8.6\times10^{-6}\ \mathrm{nm^{-3}}$, a mean spacing of 49 nm. A cube of 100 nm edge holds only about nine of them, so its heat capacity would differ noticeably from one specimen to the next. A cube of 1 µm edge holds $10^6$ systems in all. Drawing their splittings at random and differentiating their total energy numerically gave 0.1962 µJ/(cm³ K), 0.28% above (1); the expected standard deviation is 0.46% if the number of systems also fluctuates, and slightly less for the fixed number drawn here.

## Slow systems make the density depend on time

In the tunnelling model each system has an energy difference $\Delta\ge0$ between its two arrangements and a tunnelling energy $\Delta_0$, with $E=\sqrt{\Delta^2+\Delta_0^2}$. Because $\Delta_0$ depends exponentially on the barrier, a flat distribution of the exponent, together with an assumed flat distribution of $\Delta$, gives the density $P\,d\Delta\,d\Delta_0/\Delta_0$. Let $r=\Delta_0/E$. At fixed $\Delta_0$, $\partial\Delta/\partial E=E/\Delta=1/\sqrt{1-r^2}$; at fixed $E$, $d\Delta_0/\Delta_0=dr/r$. The density becomes

$$P\,dE\,\frac{dr}{r\sqrt{1-r^2}}.$$

A strain shifts $\Delta$. Between the two energy levels this perturbation has a matrix element proportional to $\Delta_0/E=r$, so one-phonon transition rates contain $r^2$. The phonon density of states grows as $E^2$ and the squared strain per phonon as $E$, which together give $E^3$. With $N=1/(e^x-1)$ phonons per mode, upward rates are proportional to $N$ and downward rates to $N+1$. A population difference decays at their sum, proportional to $2N+1=\coth(x/2)$. Hence

$$\frac1\tau=\frac{r^2}{\tau_{\min}},\qquad\frac{1}{\tau_{\min}}=AE^3\coth\frac{E}{2k_BT}.$$

Count the systems with $\tau<t$, where $t$ is the measuring time; they have $r>\sqrt{\tau_{\min}/t}$. The substitution $r=1/\cosh w$ turns $dr/(r\sqrt{1-r^2})$ into $-dw$, so

$$n(E,t)=P\,\mathrm{arcosh}\sqrt{\frac{t}{\tau_{\min}}}\approx\frac P2L,\qquad L=\ln\frac{4t}{\tau_{\min}},$$

for $t\gg\tau_{\min}$. The sharp limit at $\tau=t$ is itself an approximation: weighting each system by $1-e^{-t/\tau}$, the fraction of its relaxation completed by time $t$, raises the count by about 3% for the values below. The constant $n_0$ is thus an effective density for one measuring time and a limited range of temperature.

Take the rough value $A=50\ \mathrm{s^{-1}\mu eV^{-3}}$ and $t=10$ s. $A$ is a separate input, not derived from the deformation potential and sound speeds used below, which would give a value two to three times larger; such a factor changes $L$ by only about 1. At the peak splitting, $\tau_{\min}=1.9\ \mu$s and $L=16.9$. Requiring $n=n_0$ there fixes $P=2n_0/L=0.119\ \mathrm{eV^{-1}nm^{-3}}$. A tenfold longer measurement adds $\ln10$ to $L$, an increase of $\ln10/16.87=13.6\%$; integration over all splittings with (4) gives 13.2%.

The temperature dependence changes too. At fixed $x$, $E\propto T$, so $L$ grows as $3\ln T$ and the local exponent of $C$ is about $1+3/L=1.18$. The integrated value is 1.17. With $P$ and $t=10$ s held fixed, and heat capacities in µJ/(cm³ K):

| $T$ (K) | Linear law | Tunnelling model | Phonons |
|---|---|---|---|
| 0.03 | 0.0587 | 0.0480 | 0.00004 |
| 0.1 | 0.196 | 0.202 | 0.0015 |
| 0.3 | 0.587 | 0.720 | 0.040 |
| 1 | 1.96 | 2.82 | 1.46 |

At 0.1 K the two models differ by 3% although the densities were matched. They were matched at one splitting, while the integral averages $L$ over the whole window. The average is $1.03\times16.9=17.4$, which also accounts for the slightly smaller drift, $2.303/17.4=13.2\%$. At the ends of the table the difference is larger: relative to the linear law, the tunnelling model is 18% lower at 0.03 K and 44% higher at 1 K.

## Phonons and interactions

For one sound polarization of speed $v$, the thermal energy density is

$$u=\int_0^\infty\frac{k^2dk}{2\pi^2}\frac{\hbar vk}{e^{\hbar vk/k_BT}-1}=\frac{(k_BT)^4}{2\pi^2\hbar^3v^3}\int_0^\infty\frac{y^3dy}{e^y-1}.$$

Expanding in $e^{-ky}$ turns the last integral into $6\sum1/k^4$. Parseval's relation for the Fourier series above, $2\pi^4/5=2\pi^4/9+16\sum1/k^4$, gives $\sum1/k^4=\pi^4/90$, so the integral is $\pi^4/15$. Differentiating $u$ and adding one longitudinal and two transverse polarizations,

$$C_{\rm ph}=\frac{2\pi^2}{15}\frac{k_B^4T^3}{\hbar^3}\left(\frac1{v_l^3}+\frac2{v_t^3}\right).$$

For $v_l=6$ km/s and $v_t=4$ km/s the coefficient of $T^3$ is 1.46 µJ/(cm³ K⁴). It goes as $v^{-3}$, so it is sensitive to the rounding of the speeds: 5.8 and 3.75 km/s would make it 20% larger. With the rounded speeds the phonon term equals the linear term at $T=\sqrt{1.957/1.463}=1.16$ K. Near 1 K, both terms must therefore be kept.

Two systems a distance $R$ apart also interact through the strain they produce. With deformation potential $\gamma$ and elastic modulus of order $\rho v_t^2$, where $\rho$ is the mass density, the interaction energy is of order $\gamma^2/(\rho v_t^2R^3)$. At the typical spacing, $R^{-3}=n_0k_BT$, its ratio to $k_BT$ is $n_0\gamma^2/(\rho v_t^2)$. For $\gamma=1$ eV this is about 0.5%, with factors of order one dropped. Closer pairs interact more strongly. The interaction reaches $k_BT$ within a volume that contains on average $(4\pi/3)\times0.46\%\approx2\%$ of a thermally active neighbour. Neighbours with larger splittings matter too when they are close enough for the interaction to exceed their own splitting. Because the interaction falls as $1/R^3$, each factor $e$ in splitting between $k_BT$ and $E_{\max}$ adds the same 2%, so the total is about $2\%\times[1+\ln(E_{\max}/k_BT)]\approx11\%$ at 0.1 K, again with factors of order one dropped. Interactions can therefore shift the effective density by up to some ten percent, by an amount that changes logarithmically with temperature. Independence is an approximation at that level, and most of the shift is absorbed in $n_0$ if it is determined at a similar temperature.

## Beside real vitreous silica

The inputs are rough values for the regime of vitreous silica, and the resulting coefficient, 0.89 µJ/(g K²), has the measured order of magnitude, roughly 1 µJ/(g K²); impurities and preparation change it. With the phonon term subtracted, measured heat capacities still rise somewhat faster than linearly, which a constant density cannot reproduce. In the tunnelling model the slow growth of the counted density moves the number by about 13% between 10 and 100 s at 0.1 K (more per decade at shorter times and less at longer ones, since the change is about $\ln10/L$), and by the larger amounts in the table when the temperature changes. Excess soft vibrations and relaxation by several phonons are left out, so the entries at 1 K are indicative only. For a small temperature step near 0.1 K lasting about 10 s, in a part that has settled at its starting temperature, (1) is adequate if errors of some ten percent are acceptable and $n_0$ was determined under similar conditions. A part recently cooled from a higher temperature also gives off heat from slow systems that are still relaxing. This heat comes on top of what the heat capacity describes and can exceed the heat of a small step. For much longer times or a wide temperature range, (4) with a time-dependent density is the better choice. The full set of values is in the numerical output.

## Calculated quantities

```
INPUTS (rough, regime of vitreous silica)
density of splittings n0 = 1.0 1/(eV nm^3)
upper splitting E_max = 1.0 meV
temperature = 0.1 K, measuring time = 10 s
sound speeds = 6.0 and 4.0 km/s
mass density = 2.2 g/cm^3
deformation potential = 1.0 eV
rate prefactor A = 50 1/(s ueV^3)
DERIVATION
single system: numerical C = 0.415957 kB
single system: Schottky C  = 0.415957 kB
integral of g = 1.64493407, pi^2/6 = 1.64493407
integral of x/(e^x+1) = 0.82246703
alternating sum, 4000 terms = 0.82246700
peak of g at x = 2.3994, height = 0.4392 kB
10% and 90% points of integral: x = 1.368, 5.598
EXAMPLE
kB*T = 8.617 ueV, peak splitting = 20.68 ueV
linear coefficient = 1.9571 uJ/(cm^3 K^2)
same per mass = 0.8896 uJ/(g K^2)
C at 0.1 K = 0.1957 uJ/(cm^3 K)
thermally active density n0*kB*T = 8.617e-06 1/nm^3
their mean spacing = 48.8 nm
1 um cube: number of systems = 1000000
1 um cube: sampled C = 0.1962 uJ/(cm^3 K)
1 um cube: deviation = 0.28 %
1 um cube: expected scatter = 0.46 %
NEGLECTED EFFECTS
phonon coefficient = 1.4628 uJ/(cm^3 K^4)
phonon term equals linear term at 1.157 K
phonon/linear at 0.1 K = 0.75 %
cutoff loss: 3.3e-47 at 0.1 K, 8.9e-04 at 1 K
tau_min at peak splitting = 1.89 us
L = ln(4t/tau_min) = 16.87
tunnelling-model density P = 0.1186 1/(eV nm^3)
C change, 10 to 100 s = 13.2 %
estimate ln(10)/L = 13.6 %
temperature exponent = 1.172, 1+3/L = 1.178
soft time cut raises count by 3.4 %
interaction/(kB*T), rough = 0.46 %
T (K), then in uJ/(cm^3 K): linear, phonon, two-level at 10 s
 0.03   0.05871   0.00004   0.04798
 0.10   0.19571   0.00146   0.20185
 0.30   0.58712   0.03950   0.72026
 1.00   1.95706   1.46282   2.81987
```
